\section*{Matsubara sum for the finite-temperature GW self-energy}

\section{What dimension and symmetry fix}

Take one electron level coupled to one boson mode of the screened interaction. The self-energy is an energy. In the GW approximation, with the electron propagator held fixed, it is linear in that interaction; the exact self-energy also has a static Hartree term and higher orders, which are left out here. If the coupling $g$ is an energy and enters $W$ as $g^2$, then $\Sigma$ must be $g^2$ times an inverse energy. A product of time exponentials shows which inverse energies occur.

I use atomic units, measure energies from the chemical potential $\mu$, and write $\beta=1/kT$. The level has energy $\varepsilon$ and the mode has energy $\Omega>0$, with occupations
\begin{equation}
f=\frac{1}{e^{\beta\varepsilon}+1},\qquad n=\frac{1}{e^{\beta\Omega}-1}.
\end{equation}
With $G(\tau)=-\langle T\,c(\tau)c^\dagger(0)\rangle$ and $0<\tau<\beta$,
\begin{align}
G(\tau)&=-(1-f)e^{-\varepsilon\tau},\\
W_c(\tau)&=-g^2\left[(1+n)e^{-\Omega\tau}+n\,e^{\Omega\tau}\right].
\label{eq:wtau}
\end{align}
The subscript $c$ marks the part of $W$ beyond the bare interaction. Its transform at $\nu_m=2\pi m/\beta$ uses $e^{i\beta\nu_m}=1$:
\begin{align}
W_c(i\nu_m)&=\int_0^\beta d\tau\,e^{i\nu_m\tau}W_c(\tau)\nonumber\\
&=-g^2\left[\frac{(1+n)(e^{-\beta\Omega}-1)}{i\nu_m-\Omega}
+\frac{n(e^{\beta\Omega}-1)}{i\nu_m+\Omega}\right].
\end{align}
The two numerators are $-1$ and $+1$, so
\begin{equation}
W_c(z)=\frac{g^2}{z-\Omega}-\frac{g^2}{z+\Omega}=\frac{2g^2\Omega}{z^2-\Omega^2}.
\label{eq:w}
\end{equation}
The static value $-2g^2/\Omega$ is negative, as screening of a repulsion requires. If the mode couples to the level's own density, $g\,c^\dagger c(b+b^\dagger)$, the mean occupation displaces it by $\langle b+b^\dagger\rangle=-2gf/\Omega$ and shifts the level by $W_c(0)f=-2g^2f/\Omega$. This Hartree term is of the same order $g^2$ as the GW term and is not part of it. For the parameters of the worked model below it would be $-0.025$ eV.

The GW self-energy in imaginary time is $\Sigma(\tau)=-G(\tau)W(\tau)$. Its correlation part contains the exponents $\varepsilon+\Omega$ and $\varepsilon-\Omega$. After Fourier transformation it must have the form
\begin{equation}
\Sigma_c(z)=g^2\left[\frac{A(\varepsilon)}{z-\varepsilon-\Omega}
+\frac{B(\varepsilon)}{z-\varepsilon+\Omega}\right],
\label{eq:form}
\end{equation}
with dimensionless weights depending on $\beta\varepsilon$ and $\beta\Omega$.

Particle--hole symmetry relates them. Since $f(-\varepsilon)=1-f(\varepsilon)$ and $fe^{\beta\varepsilon}=1-f$, one has $G(\beta-\tau;-\varepsilon)=G(\tau;\varepsilon)$. Also $W_c(\beta-\tau)=W_c(\tau)$. Substituting $\tau\to\beta-\tau$ in the Fourier integral, with $e^{i\beta\omega_n}=-1$ at $\omega_n=(2n'+1)\pi/\beta$ for integer $n'$, gives
\begin{equation}
\Sigma_c(i\omega_n;\varepsilon)=-\Sigma_c(-i\omega_n;-\varepsilon)
\quad\Longrightarrow\quad B(\varepsilon)=A(-\varepsilon).
\label{eq:ph}
\end{equation}
One function remains to be found.

\section{Simplest case: an instantaneous interaction}

First replace $W$ by the bare exchange integral $v$, acting at equal times. In the interaction the creation operator stands to the left, so $G$ is needed at $\tau=0^-$, where $G(0^-)=\langle c^\dagger c\rangle=f$. Therefore
\begin{equation}
\Sigma_x=-v\,G(0^-)=-vf.
\end{equation}
This is the usual exchange lowering by an occupied state, and it confirms the minus sign in $\Sigma=-GW$.

As a frequency sum, $G(0^-)=\beta^{-1}\sum_n e^{i\omega_n0^+}/(i\omega_n-\varepsilon)$. The terms fall as $1/\omega_n$, so the convergence factor matters. A symmetric sum without it gives the mean of the two sides of the jump,
\begin{equation}
\tfrac12\left[G(0^-)+G(0^+)\right]=\tfrac12\left[f-(1-f)\right]=f-\tfrac12 .
\end{equation}
The limit of an empty level exposes the difference: exchange must vanish there, whereas $f-\frac12$ tends to $-\frac12$.

\section{One boson: the Matsubara sum}

Insert $W_c(\tau)=\beta^{-1}\sum_m e^{-i\nu_m\tau}W_c(i\nu_m)$ into the Fourier integral of $-GW_c$. The remaining time integral is $G$ at frequency $\omega_n-\nu_m$:
\begin{equation}
\Sigma_c(i\omega_n)=-\frac1\beta\sum_m
\frac{W_c(i\nu_m)}{i\omega_n-i\nu_m-\varepsilon}.
\label{eq:sum}
\end{equation}
The terms fall as $|\nu_m|^{-3}$, so no convergence factor is needed here.

Let $n_B(z)=1/(e^{\beta z}-1)$ and $F(z)=W_c(z)/(i\omega_n-z-\varepsilon)$. Near $z=i\nu_m$, $e^{\beta z}-1\simeq\beta(z-i\nu_m)$, so $n_B$ has residue $1/\beta$. On circles of radius $(2M+1)\pi/\beta$, which pass between these poles, $n_B$ stays bounded and $F$ falls as the inverse cube of the radius. The contour integral of $n_BF$ vanishes as $M\to\infty$, and so does the sum of all residues:
\begin{equation}
\frac1\beta\sum_mF(i\nu_m)=-\sum_{\text{poles of }F}\operatorname{Res}[n_BF].
\end{equation}
The minus sign in \eqref{eq:sum} cancels this one. Thus $\Sigma_c$ is the sum of three residues.

\begin{enumerate}
\item At $z=\Omega$, $W_c$ has residue $g^2$. The contribution is $g^2n/(i\omega_n-\varepsilon-\Omega)$.
\item At $z=-\Omega$, $W_c$ has residue $-g^2$, and $n_B(-\Omega)=-(1+n)$. The signs cancel to give $g^2(1+n)/(i\omega_n-\varepsilon+\Omega)$.
\item At $z=i\omega_n-\varepsilon$, the electron denominator is $-(z-i\omega_n+\varepsilon)$. The contribution is $-n_B(i\omega_n-\varepsilon)W_c(i\omega_n-\varepsilon)$.
\end{enumerate}

The last Bose factor becomes a Fermi factor because $e^{i\beta\omega_n}=-1$:
\begin{equation}
n_B(i\omega_n-\varepsilon)=\frac{1}{-e^{-\beta\varepsilon}-1}=-(1-f).
\label{eq:convert}
\end{equation}
By \eqref{eq:w}, the third contribution is
\begin{equation}
(1-f)g^2\left[\frac1{i\omega_n-\varepsilon-\Omega}
-\frac1{i\omega_n-\varepsilon+\Omega}\right].
\end{equation}
Adding coefficients gives $A=n+(1-f)$ and $B=(1+n)-(1-f)$. After continuation,
\begin{equation}
\boxed{\Sigma_c(z)=g^2\left[\frac{1+n-f}{z-\varepsilon-\Omega}
+\frac{n+f}{z-\varepsilon+\Omega}\right].}
\label{eq:main}
\end{equation}
The replacement $f\to1-f$ exchanges the weights, as \eqref{eq:ph} demands.

\subsection*{Cold and hot limits}

As $T\to0$, $n\to0$. An empty level leaves $g^2/(z-\varepsilon-\Omega)$, a pole above $\mu$; an occupied one leaves $g^2/(z-\varepsilon+\Omega)$, a pole below $\mu$. These are the zero-temperature GW results. A direct zero-temperature frequency integral was tested against both.

At large $|z|$, $z\Sigma_c\to g^2(1+2n)$, so $f$ drops out of the total weight. For $kT\gg\Omega$, both weights are approximately $kT/\Omega$. At distances $|z-\varepsilon|\gg\Omega$,
\begin{equation}
\Sigma_c(z)\simeq\frac{2g^2kT}{\Omega}\frac1{z-\varepsilon}
=-kT\,\frac{W_c(0)}{z-\varepsilon}.
\end{equation}
This is the $m=0$ term of \eqref{eq:sum}: the mode acts as a slow classical field.

\section{Why the Fermi factor comes before continuation}

Suppose the third residue is continued with its complex Bose factor intact:
\begin{align}
R(z)={}&g^2\left[\frac{n}{z-\varepsilon-\Omega}
+\frac{1+n}{z-\varepsilon+\Omega}\right]\nonumber\\
&-n_B(z-\varepsilon)W_c(z-\varepsilon).
\end{align}
This agrees with \eqref{eq:main} at every $i\omega_n$. Near $z=\varepsilon+\Omega$, however, the last term has residue $-g^2n$ and cancels the first. Near $z=\varepsilon-\Omega$ it has residue $-(-g^2)[-(1+n)]=-g^2(1+n)$ and cancels the second. Both physical poles disappear. False poles appear at $\varepsilon+i\nu_m$, with residue $-W_c(i\nu_m)/\beta$.

The retarded self-energy must be analytic in the upper half-plane, and its correlation part must decay at infinity. These conditions select one continuation. Let $h$ be the difference of two candidates. Choose $0<\delta<\pi/\beta$ and rescale $h$ so that $|h|\le1$ for $\operatorname{Im}z\ge\delta$. It vanishes at $i\omega_j$ for each $\omega_j>0$. Set $y_j=\omega_j-\delta$ and divide $h$ by the factors
\begin{equation}
b_j(z)=\frac{z-i\delta-iy_j}{z-i\delta+iy_j}.
\end{equation}
Each has modulus one on the line $\operatorname{Im}z=\delta$ and tends to modulus one at infinity. The maximum principle then gives, at $z=i(\delta+y)$ with $y>0$,
\begin{equation}
|h|\le\prod_{j=0}^{N}\frac{|y_j-y|}{y_j+y}.
\end{equation}
For large $j$ a factor is $1-2y/(y_j+y)$. Since $\sum_j1/y_j$ diverges, the product tends to zero as $N\to\infty$. Thus $h$ vanishes on a line, and hence throughout the half-plane.

\section{Emission and absorption}

The time integral gives the same weights in a form that separates the processes. From \eqref{eq:wtau},
\begin{align}
\Sigma_c(\tau)=-g^2(1-f)\big[&(1+n)e^{-(\varepsilon+\Omega)\tau}\nonumber\\
&+n\,e^{-(\varepsilon-\Omega)\tau}\big].
\end{align}
For real $a$,
\begin{equation}
\int_0^\beta d\tau\,e^{(i\omega_n-a)\tau}
=-\frac{1+e^{-\beta a}}{i\omega_n-a}.
\end{equation}
Use $(1-f)e^{-\beta\varepsilon}=f$, $(1+n)e^{-\beta\Omega}=n$ and $ne^{\beta\Omega}=1+n$. The weights become
\begin{align}
A&=(1-f)(1+n)+fn=1+n-f,\label{eq:a}\\
B&=(1-f)n+f(1+n)=n+f.\label{eq:b}
\end{align}

At the upper pole, an electron of energy $\omega=\varepsilon+\Omega$ can emit a boson and enter the level if it is empty. This gives $(1-f)(1+n)$, with $1+n$ covering spontaneous and stimulated emission. The reverse process, $fn$, fills a hole at $\omega$ when an electron leaves the level by absorption. At the lower pole, $\omega=\varepsilon-\Omega$: loss requires absorption, $(1-f)n$, and filling proceeds by emission, $f(1+n)$.

Loss and filling add because both relax an occupation. If $p$ is the occupation at $\omega$, then
\begin{equation}
\dot p=-\Gamma_{\rm loss}p+\Gamma_{\rm fill}(1-p)
=-(\Gamma_{\rm loss}+\Gamma_{\rm fill})p+\Gamma_{\rm fill}.
\end{equation}
The golden-rule sum of rates corresponds to $-2\operatorname{Im}\Sigma$. The ratio of filling to loss is $e^{-\beta(\varepsilon+\Omega)}$ at the upper pole and $e^{-\beta(\varepsilon-\Omega)}$ at the lower. Both equal $e^{-\beta\omega}$, which is detailed balance.

\section{Many levels and a continuous boson spectrum}

Since $\Sigma$ is linear in $W$, modes can be superposed. For a diagonal matrix element with intermediate level $k$, write
\begin{equation}
W_{c,k}(z)=\int_0^\infty d\omega'\,D_k(\omega')\frac{2\omega'}{z^2-\omega'^2},
\end{equation}
where $D_k=-\operatorname{Im}W_{c,k}(\omega'+i0)/\pi\ge0$. The single mode is $D=g^2\delta(\omega'-\Omega)$. Summing over intermediate levels of the same spin gives
\begin{align}
\Sigma(z)=\sum_k\bigg\{&-v_kf_k+\int_0^\infty d\omega'\,D_k(\omega')\nonumber\\
&\times\left[\frac{1+n_B(\omega')-f_k}{z-\varepsilon_k-\omega'}
+\frac{n_B(\omega')+f_k}{z-\varepsilon_k+\omega'}\right]\bigg\}.
\label{eq:general}
\end{align}
Here $G$ has quasiparticle poles; a broadened $G$ is treated by integrating over its spectral function as well. $W$ may itself depend on temperature. I assume that $D_k$ vanishes at least linearly at zero energy, so that $D_kn_B$ stays finite. A separate static contribution $w\,\delta_{m0}$ to $W(i\nu_m)$ would add $-kT\,w/(z-\varepsilon_k)$.

For one level, extend $D$ as an odd function and set $x=\omega-\varepsilon$. For $x>0$ the first denominator gives $\pi D(x)[1+n_B(x)-f]$. For $x<0$ the second gives $\pi D(-x)[n_B(-x)+f]$, and $n_B(-x)=-1-n_B(x)$ brings it to the same form:
\begin{equation}
-\operatorname{Im}\Sigma(\omega+i0)=\pi D(x)[1+n_B(x)-f].
\end{equation}
At $x\to0$, $D\simeq D'(0)x$ and $n_B\simeq kT/x$, so the broadening is $\pi D'(0)kT$. At $\omega=0$ and $\varepsilon>0$ the bracket to evaluate is
\begin{equation}
n_B(\varepsilon)+f(\varepsilon)
=\frac{2e^{\beta\varepsilon}}{e^{2\beta\varepsilon}-1}
=\frac1{\sinh\beta\varepsilon},
\end{equation}
giving $-\operatorname{Im}\Sigma(0)=\pi D(\varepsilon)/\sinh(\beta\varepsilon)$. Particle--hole symmetry extends this to $\varepsilon<0$.

A metal has a continuum of levels around $\mu$. Take a constant density $\rho$ and a common linear law $D=D'(0)\omega'$ over several $kT$. Then
\begin{align}
-\operatorname{Im}\Sigma(0)
&=\pi\rho D'(0)\int_{-\infty}^{\infty}
\frac{\varepsilon\,d\varepsilon}{\sinh\beta\varepsilon}\nonumber\\
&=\frac{\pi^3}{2}\rho D'(0)(kT)^2.
\end{align}
The integral follows from $1/\sinh u=2\sum_{j\ge0}e^{-(2j+1)u}$ for $u>0$, which gives $4\sum_j(2j+1)^{-2}=\pi^2/2$. One level contributes linearly in $T$ at its own energy; the sum over levels gives a $T^2$ broadening at $\mu$. The power rests on the assumed linear law: by the same scaling, $D\propto\omega'^{\,s}$ gives $T^{s+1}$. The random-phase electron gas obeys the linear law at low energy in three dimensions. In two dimensions the average of $D/\omega'$ over the intermediate states grows as $\ln(1/\omega')$, and the broadening at $\mu$ goes as $T^2\ln(1/T)$.

\section{A worked model}

Take $\varepsilon=0.10$, $\Omega=0.25$, $g=0.10$ and $v=0.50$ eV at 1500 K, where $kT=0.1293$ eV. The occupations are $f=0.3157$ and $n=0.1690$. Equations \eqref{eq:a} and \eqref{eq:b} give
\begin{align}
A&=0.79994+0.05335=0.85329,\\
B&=0.11564+0.36904=0.48468.
\end{align}
The poles lie at $0.35$ and $-0.15$ eV. Filling exceeds loss by a factor $3.19$ at the lower pole, which is below $\mu$; the ratio is $0.067$ at the upper one.

At $\mu$,
\begin{equation}
\Sigma_c(0)=-\frac{0.008533}{0.35}+\frac{0.004847}{0.15}
=0.0079\ \text{eV},
\end{equation}
or $0.00029$ hartree. At zero temperature it is $-0.01/0.35=-0.0286$ eV. The sign changes because the thermally activated lower pole is closer to $\mu$. Exchange gives $-0.50\times0.3157=-0.158$ eV; the symmetric sum $-0.184$ would instead give a positive exchange energy.

At the first fermion frequency, $\omega_0=0.4061$ eV,
\begin{align}
\Sigma_c(i\omega_0)&=\frac{0.008533}{0.4061i-0.35}
+\frac{0.004847}{0.4061i+0.15}\nonumber\\
&=-0.0065-0.0226i\ \text{eV}.
\end{align}
The explicit Matsubara sum and the time integral agree with this value.

A separate test uses two electron levels coupled by $g(c_1^\dagger c_2+c_2^\dagger c_1)(b+b^\dagger)$. At order $g^2$, the self-energy of level 1 is \eqref{eq:main} with level 2 as intermediate state; no mean-field boson shift enters, since $\langle c_1^\dagger c_2\rangle=0$ at $g=0$. Exact diagonalization at small $g$ confirms this. With level 1 at $-0.07$ eV and the full $g=0.10$ eV, diagonalization gives $-0.0074-0.0270i$ eV at $i\omega_0$. The complex difference from \eqref{eq:main} is 16\% of the magnitude of the diagonalized value. It measures the higher-order terms left out by one GW diagram with bare propagators in this model.

Finally, damp the mode with $\gamma=0.10$ eV:
\begin{equation}
D(\omega)=\frac{2g^2\Omega}{\pi}
\frac{\gamma\omega}{(\omega^2-\Omega^2)^2+\gamma^2\omega^2}.
\end{equation}
Its slope gives a broadening at the level of
\begin{equation}
\frac{2g^2\gamma kT}{\Omega^3}
=\frac{2(0.10)^2(0.10)(0.1293)}{(0.25)^3}=0.0165\ \text{eV}.
\end{equation}
With $W$ held fixed, it falls to $0.0033$ eV at 300 K, one fifth as expected. At $\mu$ the broadening falls from $0.0205$ to $0.0007$ eV, much faster, because $1/\sinh(\beta\varepsilon)$ suppresses processes that need the energy $\varepsilon$. The numerical output lists these values to more digits.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 1500 K
Thermal energy kT: 0.12926 eV
Level energy from mu: 0.10 eV
Boson energy: 0.25 eV
Coupling g: 0.10 eV
Bare exchange integral v: 0.50 eV
Fermi factor f: 0.31569 (no unit)
Bose factor nB: 0.16898 (no unit)
Electron loss by emission, (1-f)(1+nB): 0.79994 (no unit)
Hole filling by absorption, f nB: 0.05335 (no unit)
Electron loss by absorption, (1-f)nB: 0.11564 (no unit)
Hole filling by emission, f(1+nB): 0.36904 (no unit)
Upper weight 1+nB-f: 0.85329 (no unit)
Lower weight nB+f: 0.48468 (no unit)
Total weight 1+2nB: 1.33797 (no unit)
Filling/loss ratio, upper pole: 0.06669 (no unit)
Filling/loss ratio, lower pole: 3.19137 (no unit)
Upper pole position: 0.35 eV
Lower pole position: -0.15 eV
Upper pole strength: 0.008533 eV^2
Lower pole strength: 0.004847 eV^2
First fermion frequency omega_0: 0.40608 eV
Sigma_c(i omega_0), explicit sum: -0.0065120-0.0225589j eV
Sigma_c(i omega_0), formula: -0.0065120-0.0225589j eV
Sigma_c(i omega_0), time integral: -0.0065120-0.0225589j eV
Largest sum-formula difference, all cases: 2.3e-15 eV
First level of the exact two-level model: -0.07 eV
Exact two-level Sigma(i omega_0), full g: -0.0073941-0.0269976j eV
Exchange Sigma_x = -v f: -0.15785 eV
Sum of G without convergence factor: -0.18431 (no unit)
Sigma_c at mu, 1500 K: 0.007932 eV
Sigma_c at mu, 1500 K: 0.0002915 hartree
Sigma_c at mu, zero temperature: -0.028571 eV
First nonzero boson frequency nu_1: 0.81216 eV
False residue at level + i nu_1: 0.0008950 eV^2
Damping gamma: 0.10 eV
Damped Sigma_c(i omega_0), explicit sum: -0.0064527-0.0227004j eV
Damped Sigma_c(i omega_0), formula: -0.0064527-0.0227004j eV
-Im Sigma at mu, 1500 K: 0.020519 eV
-Im Sigma at mu, 300 K: 0.000732 eV
-Im Sigma at level, 1500 K: 0.016545 eV
-Im Sigma at level, 300 K: 0.003309 eV
\end{verbatim}
